# One imaginary frequency does not tell which wells a saddle links: verification in Python

```python
"""
Result under test: one imaginary frequency does not identify the wells that a
saddle links. On a four-well surface the saddle S lies midway between precursor
P and product Q, its unstable mode points exactly at both, and its imaginary
frequency equals that of the true saddle T; yet descent from S ends in the
other wells R1 and R2.

Surface: V = h(t; Du, Tu) + h(s; Dw, Tw), t = x/a, s = y/b - 2 t^2,
h(s; D, T) = -D (3 s^2 - s^6)/2 - T (5 s^3 - 3 s^5)/2.
Energies in eV, lengths in nm, one mass for both coordinates.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.ndimage import label
from scipy.optimize import fsolve
from scipy.special import expit

a, b = 0.20, 0.10
Du, Tu, Dw, Tw = 1.5, 0.3, 2.0, 0.1
mass_u, temperature = 15.0, 600.0
mass = mass_u * const.atomic_mass
kT = const.k * temperature / const.e


def h(s, D, T):
    return -D * (3 * s**2 - s**6) / 2 - T * (5 * s**3 - 3 * s**5) / 2


def energy(x, y):
    t = x / a
    return h(t, Du, Tu) + h(y / b - 2 * t**2, Dw, Tw)


# Derivatives come from symbolic differentiation of the surface itself.
X, Y = sp.symbols("x y", real=True)
V_symbolic = energy(X, Y)
gradient_symbolic = [sp.diff(V_symbolic, q) for q in (X, Y)]
gradient_xy = sp.lambdify((X, Y), gradient_symbolic, "numpy", cse=True)
hessian_xy = sp.lambdify((X, Y), sp.hessian(V_symbolic, (X, Y)), "numpy", cse=True)


def gradient(r):
    return np.array(gradient_xy(r[0], r[1]), dtype=float)


def hessian(r):
    return np.array(hessian_xy(r[0], r[1]), dtype=float)


# Predicted stationary points, given by t and s in {-1, 0, 1}.
ts_names = {"P": (-1, -1), "Q": (1, -1), "R1": (-1, 1), "R2": (1, 1),
            "S": (0, 1), "T": (0, -1), "P-R1": (-1, 0), "Q-R2": (1, 0),
            "top": (0, 0)}
points = {n: np.array([a * t, b * (s + 2 * t**2)]) for n, (t, s) in ts_names.items()}
E = {n: energy(*r) for n, r in points.items()}
minima = ["P", "Q", "R1", "R2"]

# A blind root search must find these nine points and no others.
rng = np.random.default_rng(7)
found = set()
for _ in range(500):
    t0, s0 = rng.uniform(-1.4, 1.4, 2)
    root, _, flag, _ = fsolve(gradient, [a * t0, b * (s0 + 2 * t0**2)],
                              full_output=True)
    if flag == 1 and np.linalg.norm(gradient(root)) < 1e-6:
        distance = {n: np.linalg.norm(root - r) for n, r in points.items()}
        nearest = min(distance, key=distance.get)
        assert distance[nearest] < 1e-5
        found.add(nearest)
assert found == set(points)

negative = {n: int(np.sum(np.linalg.eigvalsh(hessian(r)) < 0))
            for n, r in points.items()}
assert all(negative[n] == 0 for n in minima)
assert all(negative[n] == 1 for n in ["S", "T", "P-R1", "Q-R2"])
assert negative["top"] == 2

# Curvature formulas and direction of the unstable mode.
for name, sign in (("S", 1), ("T", -1)):
    expected = np.diag([-3 * Du / a**2, (12 * Dw + sign * 15 * Tw) / b**2])
    assert np.allclose(hessian(points[name]), expected, rtol=1e-9, atol=1e-7)
mode_S = np.linalg.eigh(hessian(points["S"]))[1][:, 0]
to_Q = points["Q"] - points["S"]
overlap = abs(mode_S @ to_Q) / np.linalg.norm(to_Q)
assert abs(overlap - 1) < 1e-10

times = np.concatenate([[0.0], np.geomspace(1e-6, 10.0, 3000)])


def descend(start, mobility=(1.0, 1.0)):
    """Follow minus the gradient; return the well reached and the path."""
    mob = np.array(mobility)
    run = solve_ivp(lambda _, r: -mob * gradient(r), (0, times[-1]), start,
                    method="LSODA", jac=lambda _, r: -mob[:, None] * hessian(r),
                    t_eval=times, rtol=1e-8, atol=1e-10)
    assert run.success
    distance = {n: np.linalg.norm(run.y[:, -1] - points[n]) for n in minima}
    well = min(distance, key=distance.get)
    assert distance[well] < 1e-4
    return well, run.y


# Descent from both saddles, also with strongly unequal masses.
small_step = 0.001
ends = {}
for name, expected in (("S", ("R1", "R2")), ("T", ("P", "Q"))):
    for mobility in ((1.0, 1.0), (0.1, 1.0), (1.0, 0.1)):
        reached = []
        for side in (-1, 1):
            well, path = descend(points[name] + [side * small_step, 0], mobility)
            assert np.all(np.diff(energy(*path)) < 1e-5)
            reached.append(well)
        assert tuple(reached) == expected
    ends[name] = reached
_, left_path = descend(points["S"] + [-small_step, 0])
x_probe = -a / 2
y_probe = np.interp(-x_probe, -left_path[0], left_path[1])
s_on_path = left_path[1] / b - 2 * (left_path[0] / a)**2
assert s_on_path.min() > 0


def critical_displacement(side):
    """First displacement along the mode that lands in the wrong basin."""
    steps = np.arange(1, 21) * 0.01
    wells = [descend(points["S"] + [side * d, 0])[0] for d in steps]
    changes = [i for i in range(19) if wells[i] != wells[i + 1]]
    assert len(changes) == 1
    assert wells[0] == ("R1" if side < 0 else "R2")
    assert wells[-1] == ("P" if side < 0 else "Q")
    low, high = steps[changes[0]], steps[changes[0] + 1]
    for _ in range(12):
        middle = (low + high) / 2
        if descend(points["S"] + [side * middle, 0])[0] == wells[0]:
            low = middle
        else:
            high = middle
    return (low + high) / 2


critical_left, critical_right = critical_displacement(-1), critical_displacement(1)
line_x = np.linspace(0, -a, 4001)
line_rise = energy(line_x, b).max() - E["S"]

# Flooding test: which points are joined below a given energy?
xs, ys = np.linspace(-0.32, 0.32, 1281), np.linspace(-0.30, 0.60, 1801)
GX, GY = np.meshgrid(xs, ys, indexing="ij")
V_grid = energy(GX, GY)


def joined(level, first, second):
    regions, _ = label(V_grid < level)
    ids = [regions[np.argmin(abs(xs - points[n][0])), np.argmin(abs(ys - points[n][1]))]
           for n in (first, second)]
    return ids[0] != 0 and ids[0] == ids[1]


margin = 0.01
assert joined(E["S"] + margin, "S", "R1") and joined(E["S"] + margin, "S", "R2")
assert not joined(E["S"] + margin, "S", "P")
assert not joined(E["S"] + margin, "S", "Q")
assert not joined(E["T"] - margin, "P", "Q") and joined(E["T"] + margin, "P", "Q")
assert not joined(E["Q-R2"] - margin, "P", "S")
assert joined(E["Q-R2"] + margin, "P", "S")

# Vibrations and harmonic transition-state rates from the full Hessians.
to_SI = const.e / 1e-18


def angular(name):
    values = np.linalg.eigvalsh(hessian(points[name])) * to_SI / mass
    return np.sign(values) * np.sqrt(abs(values))


def wavenumber(omega):
    return omega / (2 * np.pi * const.c * 100)


def harmonic_rate(saddle, thermal=kT):
    return (np.prod(angular("P")) / angular(saddle)[1] / (2 * np.pi)
            * np.exp(-(E[saddle] - E["P"]) / thermal))


rate_true, rate_wrong = harmonic_rate("T"), harmonic_rate("S")
rate_formula = (np.sqrt((12 * Du - 15 * Tu) * to_SI / mass) / (2 * np.pi * a)
                * np.exp(-(E["T"] - E["P"]) / kT))
assert abs(rate_formula / rate_true - 1) < 1e-8


def flux_rate(thermal):
    """Classical flux through x = 0, s < 0 by Cartesian quadrature."""
    s_grid = GY / b - 2 * (GX / a)**2
    weight = np.where(s_grid < 0, np.exp(-(V_grid - E["P"]) / thermal), 0.0)
    dx, dy = xs[1] - xs[0], ys[1] - ys[0]
    line = weight[np.argmin(abs(xs))].sum() * dy
    area = weight[xs < -1e-9].sum() * dx * dy
    speed = np.sqrt(thermal * const.e / (2 * np.pi * mass)) * 1e9
    return speed * line / area


anharmonic = flux_rate(kT) / rate_true
assert abs(anharmonic - 1) < 0.05
assert abs(flux_rate(kT / 10) / harmonic_rate("T", kT / 10) - 1) < 0.005


# Quantum vibrations: explicit level sums against the closed form.
def reduced(omega):
    return const.hbar * abs(omega) / (const.k * temperature)


def quantum_factor(saddle):
    levels = np.arange(2000) + 0.5
    by_sum = [u * np.exp(-levels * u).sum() for u in
              (reduced(angular("P")[0]), reduced(angular("P")[1]),
               reduced(angular(saddle)[1]))]
    result = by_sum[2] / (by_sum[0] * by_sum[1])
    closed = [np.sinh(u / 2) / (u / 2) for u in
              (reduced(angular("P")[0]), reduced(angular("P")[1]),
               reduced(angular(saddle)[1]))]
    assert abs(result / (closed[0] * closed[1] / closed[2]) - 1) < 1e-4
    return result


quantum_true, quantum_wrong = quantum_factor("T"), quantum_factor("S")

# Tunnelling: Wigner factor against thermal averaging over a parabolic barrier.
u_barrier = reduced(angular("T")[0])
wigner = 1 + u_barrier**2 / 24
averaged = quad(lambda e: np.exp(-e) * expit(2 * np.pi * e / u_barrier),
                -20, 40, points=[0], limit=400)[0]
assert abs(wigner - averaged) < 1e-3

# Thermal crossings of S with enough energy to clear the wall s = 0.
wall_gap = E["Q-R2"] - E["S"]
g = wall_gap / kT
fraction = (1 + g) * np.exp(-g)
sample = 0.5 * (rng.rayleigh(size=1000000)**2
                + (rng.normal(size=(2, 1000000))**2).sum(axis=0))
assert abs(np.mean(sample > g) - fraction) < 1e-3

print(f"a = {a:.2f} nm, b = {b:.2f} nm, mass = {mass_u:.0f} u")
print(f"Du = {Du}, Tu = {Tu}, Dw = {Dw}, Tw = {Tw} eV")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print("Stationary points (T is the true saddle): x, y, V, V-V(P), negatives")
for n, r in points.items():
    print(f"{n:5s} {r[0]:6.2f} nm {r[1]:6.2f} nm {E[n]:7.3f} eV "
          f"{E[n] - E['P']:6.3f} eV  {negative[n]}")
for n in ("S", "T"):
    w = wavenumber(angular(n))
    print(f"{n}: imaginary {abs(w[0]):.1f}i cm^-1, real {w[1]:.1f} cm^-1")
w = wavenumber(angular("P"))
print(f"P: frequencies {w[0]:.1f} and {w[1]:.1f} cm^-1")
print(f"Hessian at S: Vxx = {hessian(points['S'])[0, 0]:.1f} eV/nm^2")
print(f"Hessian at S: Vyy = {hessian(points['S'])[1, 1]:.1f} eV/nm^2")
print(f"Hessian at T: Vyy = {hessian(points['T'])[1, 1]:.1f} eV/nm^2")
print(f"overlap of mode at S with direction to Q = {overlap:.6f}")
print(f"first displacement in descents = {small_step:.3f} nm")
print(f"descent from S ends in {ends['S'][0]} and {ends['S'][1]}")
print(f"descent from T ends in {ends['T'][0]} and {ends['T'][1]}")
print(f"left descent from S at x = {x_probe:.2f} nm: y = {y_probe:.4f} nm")
print(f"smallest s on left descent from S = {s_on_path.min():.3f}")
print(f"highest rise on straight line S to P = {line_rise:.3f} eV")
print(f"critical displacement toward P = {critical_left:.4f} nm")
print(f"critical displacement toward Q = {critical_right:.4f} nm")
print(f"true barrier P to Q = {E['T'] - E['P']:.3f} eV")
print(f"false barrier read from S = {E['S'] - E['P']:.3f} eV")
print(f"least energy to reach S from P = {E['Q-R2'] - E['P']:.3f} eV")
print(f"harmonic rate with T = {rate_true:.3e} s^-1")
print(f"harmonic rate with S (false) = {rate_wrong:.3e} s^-1")
print(f"false rate / true rate = {rate_wrong / rate_true:.1f}")
print(f"lifetimes: true {1e3 / rate_true:.3f} ms, false {1e3 / rate_wrong:.4f} ms")
print(f"classical anharmonic rate factor = {anharmonic:.4f}")
print(f"quantum vibration factor: T {quantum_true:.3f}, S {quantum_wrong:.3f}")
print(f"Wigner tunnelling factor = {wigner:.4f}")
print(f"wall height above S = {wall_gap:.3f} eV")
print(f"share of crossings at S able to clear wall = {fraction:.4f}")
print("verified")
```

Output:

```
a = 0.20 nm, b = 0.10 nm, mass = 15 u
Du = 1.5, Tu = 0.3, Dw = 2.0, Tw = 0.1 eV
temperature = 600 K, kT = 0.05170 eV
Stationary points (T is the true saddle): x, y, V, V-V(P), negatives
P      -0.20 nm   0.10 nm  -3.100 eV  0.000 eV  0
Q       0.20 nm   0.10 nm  -3.700 eV -0.600 eV  0
R1     -0.20 nm   0.30 nm  -3.300 eV -0.200 eV  0
R2      0.20 nm   0.30 nm  -3.900 eV -0.800 eV  0
S       0.00 nm   0.10 nm  -2.100 eV  1.000 eV  1
T       0.00 nm  -0.10 nm  -1.900 eV  1.200 eV  1
P-R1   -0.20 nm   0.20 nm  -1.200 eV  1.900 eV  1
Q-R2    0.20 nm   0.20 nm  -1.800 eV  1.300 eV  1
top     0.00 nm   0.00 nm  -0.000 eV  3.100 eV  2
S: imaginary 142.8i cm^-1, real 679.9 cm^-1
T: imaginary 142.8i cm^-1, real 638.7 cm^-1
P: frequencies 109.3 and 1445.2 cm^-1
Hessian at S: Vxx = -112.5 eV/nm^2
Hessian at S: Vyy = 2550.0 eV/nm^2
Hessian at T: Vyy = 2250.0 eV/nm^2
overlap of mode at S with direction to Q = 1.000000
first displacement in descents = 0.001 nm
descent from S ends in R1 and R2
descent from T ends in P and Q
left descent from S at x = -0.10 nm: y = 0.1483 nm
smallest s on left descent from S = 0.981
highest rise on straight line S to P = 1.291 eV
critical displacement toward P = 0.1362 nm
critical displacement toward Q = 0.1330 nm
true barrier P to Q = 1.200 eV
false barrier read from S = 1.000 eV
least energy to reach S from P = 1.300 eV
harmonic rate with T = 6.174e+02 s^-1
harmonic rate with S (false) = 2.775e+04 s^-1
false rate / true rate = 45.0
lifetimes: true 1.620 ms, false 0.0360 ms
classical anharmonic rate factor = 0.9873
quantum vibration factor: T 1.441, S 1.423
Wigner tunnelling factor = 1.0049
wall height above S = 0.300 eV
share of crossings at S able to clear wall = 0.0205
verified
```
